# When the Drude-Smith conductivity peaks at nonzero frequency

## The result

Let fields vary in time as \(e^{-i\omega t}\). The Drude-Smith conductivity with one persistence parameter \(c\) is

\[
\sigma(\omega)=\frac{\sigma_0}{1-i\omega\tau}\left[1+\frac{c}{1-i\omega\tau}\right],\qquad \sigma_0=\frac{ne^2\tau}{m}. \tag{1}
\]

Here \(n\) is the carrier density, \(m\) the effective mass, \(\tau>0\) the mean time between collisions, and \(c\) a real number independent of frequency. The real part of \(\sigma\) has a local maximum at some \(\omega>0\) if and only if

\[
c<-\tfrac13 .
\]

There is then one such maximum, it is the largest value of \(\operatorname{Re}\sigma\) at any frequency \(\omega\ge 0\), and it lies at

\[
\omega_p\tau=\sqrt{-\frac{1+3c}{1-c}},\qquad
\frac{\operatorname{Re}\sigma(\omega_p)}{\sigma_0}=-\frac{(1-c)^2}{8c}. \tag{2}
\]

The mathematical statement holds for all real \(c\). A passive medium also needs \(-1\le c\le1\), as shown below, so the physical range with a peak is \(-1\le c<-\tfrac13\).

Equation (1) describes the free carriers alone. Phonons and interband transitions add their own terms to the measured conductivity, and these can create or hide a maximum. Frequencies are given in THz and conductivities in S/cm, which suit conducting films better than atomic units.

## Where the formula comes from

Apply a short field pulse \(E(t)=A\,\delta(t)\) to carriers of charge \(q=\pm e\). Each gains the velocity \(qA/m\), so the current density just after the pulse is \(nq\cdot qA/m=(ne^2/m)A\). The sign of the charge drops out. What follows depends on how much of this drift survives the collisions.

Assume that collisions occur at random with constant rate \(1/\tau\). The probability of no collision up to time \(t\) is \(p_0=e^{-t/\tau}\). For exactly one collision, let it happen at \(t'\), with probability density \(e^{-t'/\tau}/\tau\), and let none follow in the remaining time \(t-t'\):

\[
p_1=\int_0^t\frac{e^{-t'/\tau}}{\tau}\,e^{-(t-t')/\tau}\,dt'=\frac{t}{\tau}\,e^{-t/\tau}.
\]

The exponentials combine to a factor independent of \(t'\), and the integral supplies the length \(t\).

The assumption special to this model concerns memory. A carrier keeps its full drift velocity before its first collision, the fraction \(c\) of it on average after one collision, and none after two or more. If a collision leaves the speed unchanged, \(c\) is the mean cosine of the scattering angle: a fully randomized direction gives \(c=0\), and complete reversal gives \(c=-1\). The current per unit pulse strength is therefore

\[
K(t)=\frac{ne^2}{m}\left(p_0+c\,p_1\right)=\frac{ne^2}{m}\,e^{-t/\tau}\left(1+c\,\frac{t}{\tau}\right),\qquad t>0. \tag{3}
\]

In linear response a general field is a sequence of pulses, so \(j(t)=\int_0^\infty K(t')E(t-t')\,dt'\). Inserting \(E(t)=E_\omega e^{-i\omega t}\) gives \(j(t)=\sigma(\omega)E(t)\) with

\[
\sigma(\omega)=\int_0^\infty K(t)\,e^{i\omega t}\,dt .
\]

Set \(s=t/\tau\), \(x=\omega\tau\) and \(a=1-ix\). Since \(dt=\tau\,ds\), the prefactor becomes \(ne^2\tau/m=\sigma_0\), and

\[
\frac{\sigma}{\sigma_0}=\int_0^\infty e^{-as}\,ds+c\int_0^\infty s\,e^{-as}\,ds .
\]

Both integrals converge because \(\operatorname{Re}a=1>0\). The first is \(1/a\). Integrating the second by parts gives

\[
\int_0^\infty s\,e^{-as}ds=\left[-\frac{s\,e^{-as}}{a}\right]_0^\infty+\frac1a\int_0^\infty e^{-as}ds=\frac1{a^2}.
\]

The sum \(1/a+c/a^2\) is equation (1).

## The real part

Multiply numerator and denominator by \(1+ix\):

\[
\frac1{1-ix}=\frac{1+ix}{1+x^2},\qquad
\frac1{(1-ix)^2}=\frac{1-x^2+2ix}{(1+x^2)^2}.
\]

The real part depends on frequency through \(u=x^2\) alone. Over a common denominator,

\[
\frac{\operatorname{Re}\sigma}{\sigma_0}=\frac1{1+u}+\frac{c(1-u)}{(1+u)^2}
=\frac{(1+c)+(1-c)u}{(1+u)^2}\equiv f(u). \tag{4}
\]

The time-averaged power absorbed per volume from a field of amplitude \(E_\omega\) is \(\tfrac12\operatorname{Re}\sigma\,|E_\omega|^2\). A passive medium cannot have this negative at any frequency. At \(u=0\) the numerator of (4) is \(1+c\), which requires \(c\ge-1\). At large \(u\) the term \((1-c)u\) dominates unless \(c=1\), which requires \(c\le1\). Conversely, if \(-1\le c\le1\), both coefficients are nonnegative and so is \(f\). Passivity is thus equivalent to \(-1\le c\le1\).

## Finding the maximum

By the quotient rule, after cancelling one factor \(1+u\),

\[
f'(u)=\frac{(1-c)(1+u)-2\left[(1+c)+(1-c)u\right]}{(1+u)^3}.
\]

The constant terms in the numerator are \((1-c)-2(1+c)=-1-3c\). The terms in \(u\) are \((1-c)u-2(1-c)u=-(1-c)u\). Hence

\[
f'(u)=-\frac{(1+3c)+(1-c)u}{(1+u)^3}. \tag{5}
\]

The derivative with respect to \(x\) is \(2x f'(u)\). For \(x>0\) the factor \(2x\) is positive, so \(\operatorname{Re}\sigma\) rises or falls with frequency according to the sign of \(f'\). The point \(x=0\) is always stationary, because \(\operatorname{Re}\sigma\) is even in \(\omega\), but it is not a maximum at nonzero frequency.

Three cases cover all real \(c\).

**Case \(c<-\tfrac13\).** Here \(1+3c<0\) and \(1-c>0\). The numerator bracket in (5) starts negative and increases linearly through a single zero at

\[
u_p=-\frac{1+3c}{1-c}>0 .
\]

Thus \(f'\) is positive for \(u<u_p\) and negative for \(u>u_p\). The function rises to \(u_p\) and falls afterwards, so this is the one local maximum at \(u>0\) and also the global one. Its position is \(x_p=\sqrt{u_p}\), as in (2).

**Case \(-\tfrac13\le c\le1\).** Both \(1+3c\) and \(1-c\) are nonnegative, and they do not vanish together. The bracket is positive for every \(u>0\), including at the two end values of \(c\). Then \(f'<0\), and \(\operatorname{Re}\sigma\) falls steadily from its dc value.

**Case \(c>1\).** The bracket starts positive and decreases through zero at \(u=(1+3c)/(c-1)\). There \(f'\) changes from negative to positive, so this point is a minimum. The medium is not passive in this case, and there is still no maximum at nonzero frequency.

This proves the equivalence in both directions.

## The height, and a second view of the threshold

Let \(w=1/(1+u)\), which runs from 1 at zero frequency down to 0 at infinite frequency. With \(u=1/w-1\), the numerator of (4) becomes \((1+c)+(1-c)(1/w-1)=2c+(1-c)/w\). Multiplication by \(w^2\) gives

\[
f=(1-c)w+2c\,w^2 .
\]

For \(c<0\) this is a parabola in \(w\) that opens downward. Completing the square,

\[
f=2c\left(w+\frac{1-c}{4c}\right)^2-\frac{(1-c)^2}{8c}.
\]

The first term is never positive, so the top of the parabola has the height in (2). It lies at \(w_p=-(1-c)/(4c)\). This corresponds to a nonzero frequency if \(w_p<1\). Multiplying by the positive number \(-4c\) gives \(1-c<-4c\), or \(c<-\tfrac13\). The threshold is the value of \(c\) at which the top of the parabola enters the accessible interval through its zero-frequency end.

The dc value is \(f(0)=1+c\). The rise from dc to peak is

\[
-\frac{(1-c)^2}{8c}-(1+c)
=-\frac{1-2c+c^2+8c+8c^2}{8c}
=-\frac{(1+3c)^2}{8c}. \tag{6}
\]

Now let \(c=-\tfrac13-\delta\) with small \(\delta>0\). Then \(1+3c=-3\delta\), while \(1-c\approx\tfrac43\) and \(-8c\approx\tfrac83\). To leading order,

\[
\omega_p\tau\approx\tfrac32\sqrt{\delta},\qquad
\frac{\operatorname{Re}\sigma(\omega_p)-\operatorname{Re}\sigma(0)}{\sigma_0}\approx\tfrac{27}{8}\,\delta^2 .
\]

The peak leaves zero frequency quickly, as a square root, but its height above the dc value grows only quadratically. Just beyond the threshold a maximum exists but is very shallow.

## What the threshold means in time

Write \(k(s)=(1+cs)e^{-s}\) for the reduced response. Then \(\operatorname{Re}\sigma/\sigma_0=\int_0^\infty k(s)\cos(xs)\,ds\). Differentiating twice with respect to \(x\) and setting \(x=0\) brings down \(-s^2\). With \(\int_0^\infty s^n e^{-s}ds=n!\),

\[
\left.\frac{d^2}{dx^2}\frac{\operatorname{Re}\sigma}{\sigma_0}\right|_{x=0}
=-\int_0^\infty s^2(1+cs)e^{-s}\,ds=-(2!+3!\,c)=-(2+6c). \tag{7}
\]

The curvature is positive when \(c<-\tfrac13\): zero frequency is then a local minimum. In a passive medium \(\operatorname{Re}\sigma\) starts from a value that is not negative, rises, and tends to zero at high frequency, so it must turn over in between. In this model, therefore, a peak exists when the second time moment of the current response is negative.

This is a stronger condition than a reversal of the current. By (3), the current changes sign at \(t=-\tau/c\) for every negative \(c\). For \(-\tfrac13\le c<0\) there is a late backward current but no peak, because the early forward current outweighs it in the second moment or, at \(c=-\tfrac13\), just balances it. Backflow is necessary for the peak in this model, but it is not sufficient.

At the threshold itself the quadratic term vanishes and the next one decides. Using \((1+u)^{-2}=1-2u+3u^2-\dots\) in (4), the coefficient of \(u\) is \((1-c)-2(1+c)=-(1+3c)\) and that of \(u^2\) is \(3(1+c)-2(1-c)=1+5c\):

\[
f=(1+c)-(1+3c)x^2+(1+5c)x^4+\dots \tag{8}
\]

For \(c=-\tfrac13\) this is \(\tfrac23-\tfrac23x^4+\dots\), a flat maximum at zero frequency.

## Where the spectral weight goes

The term proportional to \(c\) in (4) is a total derivative:

\[
\frac{d}{dx}\,\frac{x}{1+x^2}=\frac{(1+x^2)-2x^2}{(1+x^2)^2}=\frac{1-x^2}{(1+x^2)^2}.
\]

Since \(x/(1+x^2)\) vanishes at both \(x=0\) and \(x\to\infty\), this term integrates to zero. The Drude term gives \(\int_0^\infty dx/(1+x^2)=\pi/2\). With \(d\omega=dx/\tau\),

\[
\int_0^\infty\operatorname{Re}\sigma\,d\omega=\frac{\pi}{2}\,\frac{\sigma_0}{\tau}=\frac{\pi ne^2}{2m}
\]

for every \(c\). A negative \(c\) removes weight at \(\omega\tau<1\), where \(1-x^2>0\), and returns the same amount at \(\omega\tau>1\).

For passive media the peak lies at \(\omega_p\tau\le1\), since \(u_p\le1\) means \(-1-3c\le1-c\), or \(c\ge-1\). It therefore lies in the region where weight has been removed, or at its edge when \(c=-1\). The peak is not an enhancement over the Drude curve with the same \(\sigma_0\) and \(\tau\). It appears because the conductivity is suppressed more strongly at lower frequency.

The limit \(c=-1\) shows this most clearly. Equation (4) becomes \(f=2u/(1+u)^2\). The dc conductivity is zero, because the backward current returns all the charge that the forward current carried: \(\int_0^\infty(1-s)e^{-s}ds=1-1=0\). The peak is at \(\omega\tau=1\) with height \(\tfrac12\), which equals the Drude value there.

## A different threshold for the imaginary part

From the same expansions,

\[
\frac{\operatorname{Im}\sigma}{\sigma_0}=\frac{x}{1+x^2}+\frac{2cx}{(1+x^2)^2}
=\frac{x\,(1+x^2+2c)}{(1+x^2)^2}.
\]

In the present sign convention a Drude metal has \(\operatorname{Im}\sigma>0\) at \(\omega>0\). Here \(\operatorname{Im}\sigma\) is negative at low frequency if \(c<-\tfrac12\), and it changes sign at \(\omega\tau=\sqrt{-(1+2c)}\). For \(-\tfrac12\le c<-\tfrac13\) the real part has a peak while the imaginary part stays positive. A negative imaginary part is therefore not needed for a peak in the real part.

## Worked example

Take round model parameters, not assigned to any material: \(n=10^{20}\) cm\(^{-3}\), \(m=0.3\) electron masses, \(\tau=5\) fs and \(c=-0.6\). They give \(\sigma_0=ne^2\tau/m=469.7\) S/cm.

The dc conductivity is reduced by the factor \(1+c=0.4\):

\[
\sigma(0)=0.4\times469.7\ \text{S/cm}=187.9\ \text{S/cm}.
\]

For the peak position, \(1+3c=-0.8\) and \(1-c=1.6\), so \(u_p=0.8/1.6=0.5\) and \(\omega_p\tau=0.7071\). The ordinary frequency is

\[
\frac{\omega_p}{2\pi}=\frac{0.7071}{2\pi\times5\ \text{fs}}=22.5\ \text{THz},
\]

which corresponds to a photon energy of 93 meV. The height is

\[
\frac{(1.6)^2}{8\times0.6}=0.5333,\qquad
0.5333\times469.7\ \text{S/cm}=250.5\ \text{S/cm}.
\]

The peak is one third higher than the dc value. A measurement confined to frequencies below 22.5 THz would see \(\operatorname{Re}\sigma\) rise throughout its band and would not reach the maximum.

After a pulse the current reverses at \(5\ \text{fs}/0.6=8.33\) fs. The imaginary part is negative up to 14.2 THz, so at the peak it is already positive.

The change with \(c\) is as follows.

| \(c\) | \(\omega_p\tau\) | dc\(/\sigma_0\) | peak\(/\sigma_0\) |
|---|---|---|---|
| −0.35 | 0.192 | 0.650 | 0.651 |
| −0.40 | 0.378 | 0.600 | 0.613 |
| −0.60 | 0.707 | 0.400 | 0.533 |
| −0.80 | 0.882 | 0.200 | 0.506 |
| −1.00 | 1.000 | 0.000 | 0.500 |

At \(c=-0.35\) the peak exceeds the dc value by about 0.1 percent of that value, and at \(c=-0.40\) by about 2 percent. Noise could easily conceal such a maximum, and so could a weak additional absorption that falls steeply enough with frequency in the same range. Within the passive range, the peak height itself falls as \(c\) becomes more negative; the contrast grows because the dc conductivity falls faster.

The numerical output also gives a threshold of \(-0.33336\), found by comparing \(\operatorname{Re}\sigma\) at \(x=h=0.01\) with its value at zero. The small offset from \(-\tfrac13\) follows from (8). Equal values require \(1+3c=(1+5c)h^2\approx-\tfrac23h^2\), which shifts the root by \(-\tfrac29h^2\approx-2\times10^{-5}\). The same finite step explains why the curvature at \(c=-0.6\) is found as 1.5996 instead of the 1.6 given by (7).

## What the peak does and does not show

The result depends on the rule that all memory is lost at the second collision. Suppose instead that every collision retains the same fraction \(c\), so that \(c^N\) of the velocity remains after \(N\) collisions. The probability of \(N\) collisions is \(p_N=e^{-s}s^N/N!\), which extends \(p_0\) and \(p_1\) above. The reduced response becomes

\[
e^{-s}\sum_{N=0}^{\infty}\frac{(cs)^N}{N!}=e^{-(1-c)s},
\]

and for \(c<1\) its transform is

\[
\frac{\sigma}{\sigma_0}=\frac1{1-c-ix},\qquad
\frac{\operatorname{Re}\sigma}{\sigma_0}=\frac{1-c}{(1-c)^2+x^2}.
\]

This is an ordinary Drude response with relaxation time \(\tau/(1-c)\). Its real part decreases with frequency for every \(c<1\), however strong the backscattering. A second collision that again reverses the velocity restores part of the forward current, and the sum over all collisions leaves a single exponential that never changes sign.

The two rules agree to first order in \(c\): the dc values are \(1+c\) and \(1/(1-c)=1+c+c^2+\dots\). They differ from second order on, and the threshold \(|c|=\tfrac13\) is not in the region where \(c^2\) can be neglected without thought.

A good fit of (1) to data with \(c<-\tfrac13\) therefore establishes that the fitted free-carrier response has a maximum at nonzero frequency and a negative second time moment. It does not by itself establish that carriers are scattered backward at individual collisions. That reading needs independent grounds for the one-collision memory, for instance a reason why the first encounter with a boundary differs from later ones. The derivation also takes one value of \(\tau\) and one of \(c\) for all carriers. A spread of \(c\) among carriers that share \(\tau\) does no harm: (1) is linear in \(c\), so the criterion then applies to the mean of \(c\), each group of carriers being weighted by its \(n/m\). If instead \(\tau\) differs among carriers that share one \(c\) in the passive range, the threshold for a peak remains \(-\tfrac13\), provided the values of \(\tau\) are bounded above or, more generally, the mean of \(\tau^3\) over the carriers is finite, so that the second time moment of the total response exists. For \(c\ge-\tfrac13\) the contribution of every group falls with frequency, and so does the sum. For \(c<-\tfrac13\) every contribution rises from zero frequency, and the sum must turn over because it tends to zero at high frequency. Equation (2) then no longer gives the position and height, and there can be more than one maximum. The proviso matters, because a group rises only up to a frequency of order \(1/\tau\). Take a density of carriers proportional to \(\tau^{-3}\) for \(\tau>\tau_0\), and let \(y=\omega\tau_0\). The Drude terms sum to \(F=1-y\,\operatorname{arccot}y\), and since the term in \(c\) is \(d(xD)/dx\) with \(D=1/(1+x^2)\), the total is \(F+c\,(yF)'\). Its derivative is \((1+2c)F'+c\,yF''\), with \(F'<0\) and \(F''=2/(1+y^2)^2>0\). This is negative for \(-\tfrac12\le c\le0\) and positive at small \(y\) for \(c<-\tfrac12\), so for this distribution the threshold is \(-\tfrac12\). If both \(\tau\) and \(c\) differ among carriers, or if either depends on frequency, the threshold itself cannot be relied on, and any maximum must be sought from the full conductivity.

## Numbers as computed

```
carrier density: 1.0e+20 cm^-3
effective mass: 0.3 electron masses
collision time tau: 5.0 fs
persistence parameter c: -0.6
sigma0: 469.7 S/cm
dc conductivity: 187.9 S/cm
peak omega*tau: 0.7071 (dimensionless)
peak frequency: 22.51 THz
peak photon energy: 93.1 meV
peak height / sigma0: 0.5333
peak conductivity: 250.5 S/cm
peak / dc ratio: 1.3333
current reversal time: 8.33 fs
Im sigma sign change: 14.24 THz
second time moment of kernel: -1.6000 tau^3
zero-frequency curvature: 1.5996 sigma0 tau^2
numerical threshold in c: -0.33336 (step h = 0.01)
integral of Re sigma/sigma0 over x, c = -0.6: 1.570796
largest simulation error of kernel: 2.2e-03
largest quadrature error of sigma/sigma0: 5.0e-11
c | peak omega*tau | dc/sigma0 | peak/sigma0 (dimensionless)
-0.35 | 0.1925 | 0.6500 | 0.6509
-0.40 | 0.3780 | 0.6000 | 0.6125
-0.60 | 0.7071 | 0.4000 | 0.5333
-0.80 | 0.8819 | 0.2000 | 0.5062
-1.00 | 1.0000 | 0.0000 | 0.5000
```
